\section*{Overdamped Magnetization Decay of a Tunnelling Two-State Magnet under Dephasing, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decay law at zero bias}

\textbf{Q.} A small magnet stores a bit as ``up'' or ``down''. It can tunnel between the two, and its surroundings disturb it. You say that a strong disturbance which never flips the magnet by itself still sets how fast the bit is lost. What exactly is the model?

\textbf{A.} Two states, $|\uparrow\rangle$ and $|\downarrow\rangle$, one for each well of the anisotropy energy. On them $\sigma_z=\pm1$, and the stored quantity is the reduced magnetization $m=\langle\sigma_z\rangle$. The Hamiltonian is
\begin{equation}
H=-\frac{\Delta}{2}\sigma_x-\frac{\epsilon}{2}\sigma_z .
\label{eq:H}
\end{equation}
At $\epsilon=0$ the eigenvalues are $\pm\Delta/2$, so $\Delta$ is the full tunnel splitting and the matrix element between the wells is $-\Delta/2$. The bias $\epsilon$ is the energy by which the up state lies below the down state. I shall use the angular frequencies $\Omega=\Delta/\hbar$ and $\omega=\epsilon/\hbar$.

The surroundings add a random bias of zero mean, $\tfrac12\hbar\xi(t)\sigma_z$. It commutes with $\sigma_z$, so without tunnelling it leaves $m$ untouched. That is the meaning of pure dephasing here: it acts in the basis of the wells, not in the basis of the energy eigenstates.

\textbf{Q.} Then where does a rate $\gamma$ come from? A random energy is not yet a decay.

\textbf{A.} Switch off $\Delta$ and $\epsilon$ for a moment. The two states differ in energy by $\hbar\xi$, so the off-diagonal element of the density matrix obeys $\dot\rho_{\uparrow\downarrow}=-i\xi\rho_{\uparrow\downarrow}$. It acquires the factor $e^{-i\varphi}$, with $\varphi=\int_0^t\xi(s)\,ds$. Let $\xi$ be Gaussian and so short-correlated that
\begin{equation}
\langle\xi(t)\xi(t')\rangle=2\gamma\,\delta(t-t') .
\label{eq:white}
\end{equation}
Then $\varphi$ is Gaussian with zero mean and variance
\begin{equation}
\langle\varphi^2\rangle=\int_0^t\!ds\int_0^t\!ds'\,2\gamma\,\delta(s-s')=2\gamma t .
\end{equation}
For a Gaussian variable of variance $v$, completing the square, $-\varphi^2/2v-i\varphi=-(\varphi+iv)^2/2v-v/2$, gives $\langle e^{-i\varphi}\rangle=e^{-v/2}$. Hence
\begin{equation}
\langle\rho_{\uparrow\downarrow}(t)\rangle=e^{-\gamma t}\rho_{\uparrow\downarrow}(0).
\end{equation}
So $\gamma$ is defined as the decay rate of the coherence in the absence of tunnelling.

\textbf{Q.} You found that with tunnelling switched off. Why may you simply add it to the tunnelling motion?

\textbf{A.} Because the noise in one short interval is independent of everything that happened before it. During $dt$ the noise rotates the state by $U=e^{-i\,d\varphi\,\sigma_z/2}$. To second order in $d\varphi$,
\begin{equation}
U\rho U^\dagger=\rho-\frac{i}{2}d\varphi\,[\sigma_z,\rho]-\frac{1}{8}d\varphi^2\,[\sigma_z,[\sigma_z,\rho]] .
\end{equation}
Now average over $d\varphi$, with $\langle d\varphi\rangle=0$ and $\langle d\varphi^2\rangle=2\gamma\,dt$. Since $\sigma_z^2=1$, the double commutator is $2\rho-2\sigma_z\rho\sigma_z$. The noise therefore contributes $\tfrac{\gamma}{2}(\sigma_z\rho\sigma_z-\rho)\,dt$. Products of the noise with the tunnelling step either average to zero or are of higher order than $dt$. The averaged density matrix obeys
\begin{equation}
\dot\rho=-\frac{i}{\hbar}[H,\rho]+\frac{\gamma}{2}\left(\sigma_z\rho\sigma_z-\rho\right).
\label{eq:master}
\end{equation}

\textbf{Q.} That is a matrix equation. I want to see the magnetization, with its signs.

\textbf{A.} Write $\rho=\tfrac12(1+x\sigma_x+y\sigma_y+m\sigma_z)$, where $x=\langle\sigma_x\rangle$ and $y=\langle\sigma_y\rangle$. The Hamiltonian part is
\begin{equation}
-\frac{i}{\hbar}[H,\rho]=\frac{i}{4}\Big(\Omega\,[\sigma_x,\,y\sigma_y+m\sigma_z]+\omega\,[\sigma_z,\,x\sigma_x+y\sigma_y]\Big).
\end{equation}
The commutators needed are $[\sigma_x,\sigma_y]=2i\sigma_z$, $[\sigma_x,\sigma_z]=-2i\sigma_y$, $[\sigma_z,\sigma_x]=2i\sigma_y$ and $[\sigma_z,\sigma_y]=-2i\sigma_x$. With them the right side becomes
\begin{equation}
\frac12\Big(\omega y\,\sigma_x+(\Omega m-\omega x)\,\sigma_y-\Omega y\,\sigma_z\Big).
\end{equation}
In the noise part, $\sigma_z\sigma_x\sigma_z=-\sigma_x$ and $\sigma_z\sigma_y\sigma_z=-\sigma_y$, so $x$ and $y$ each decay at the rate $\tfrac{\gamma}{2}\cdot2=\gamma$, while $m$ is unaffected. Comparing coefficients,
\begin{align}
\dot m&=-\Omega y, \label{eq:m}\\
\dot y&=\Omega m-\gamma y-\omega x, \label{eq:y}\\
\dot x&=\omega y-\gamma x. \label{eq:x}
\end{align}

\textbf{Q.} The first equation contains no $\gamma$ at all. How can dephasing control the loss of $m$?

\textbf{A.} Through $y$. The magnetization changes only if there is a coherence $y$ between the wells, and $\gamma$ limits that coherence. Take zero bias, $\omega=0$. Then $x$ drops out of the first two equations. Differentiate \eqref{eq:m}, insert \eqref{eq:y}, and replace $\Omega y$ by $-\dot m$:
\begin{equation}
\ddot m=-\Omega\dot y=-\Omega^2m+\gamma\,\Omega y=-\Omega^2m-\gamma\dot m .
\end{equation}
So
\begin{equation}
\ddot m+\gamma\dot m+\Omega^2m=0 ,
\label{eq:osc}
\end{equation}
the equation of a damped oscillator. If the bit is written as ``up'' with no coherence, then $m(0)=1$ and $y(0)=0$, and \eqref{eq:m} gives $\dot m(0)=0$.

\textbf{Q.} A damped oscillator may ring or creep. Which is it?

\textbf{A.} Try $m\propto e^{-\lambda t}$. Then $\lambda^2-\gamma\lambda+\Omega^2=0$, with the roots
\begin{equation}
\lambda_\pm=\frac{\gamma}{2}\pm\kappa,\qquad \kappa=\sqrt{\frac{\gamma^2}{4}-\Omega^2}.
\end{equation}
For $\gamma<2\Omega$ the root $\kappa$ is imaginary. The magnetization rings, and its envelope falls as $e^{-\gamma t/2}$. For $\gamma>2\Omega$ both rates are real and the motion is overdamped. In that case put $m=Ae^{-\lambda_-t}+Be^{-\lambda_+t}$. The initial conditions require $A+B=1$ and $A\lambda_-+B\lambda_+=0$, so
\begin{equation}
A=\frac{\lambda_+}{2\kappa},\qquad B=-\frac{\lambda_-}{2\kappa},
\end{equation}
because $\lambda_+-\lambda_-=2\kappa$. Inserting $\lambda_\pm$ gives $A=\tfrac12+\gamma/4\kappa$ and $B=\tfrac12-\gamma/4\kappa$. The halves combine into a hyperbolic cosine and the other terms into a hyperbolic sine:
\begin{equation}
m(t)=e^{-\gamma t/2}\left[\cosh\kappa t+\frac{\gamma}{2\kappa}\sinh\kappa t\right].
\label{eq:exact}
\end{equation}

\textbf{Q.} Two exponentials are not one decay rate. What survives when the dephasing is strong?

\textbf{A.} The slow one. Let $r=\Omega/\gamma\ll1$, and use $\sqrt{1-u}=1-\tfrac u2-\tfrac{u^2}{8}-\dots$ with $u=4r^2$:
\begin{equation}
\lambda_-=\frac{\gamma}{2}\left(1-\sqrt{1-4r^2}\right)=\gamma\left(r^2+r^4+\dots\right).
\end{equation}
The other rate is $\lambda_+=\gamma-\lambda_-\approx\gamma$, and its amplitude is $B\approx-r^2$. After a few times $1/\gamma$ that small part has gone. What remains is
\begin{equation}
m(t)\simeq e^{-\Gamma t},\qquad \Gamma=\frac{\Omega^2}{\gamma}=\frac{\Delta^2}{\hbar^2\gamma}.
\label{eq:Gamma}
\end{equation}
The relative error of this rate is $r^2$ to leading order. Its sign is also fixed: the product of the roots is $\Omega^2$, so $\lambda_-=\Omega^2/\lambda_+$, and $\lambda_+<\gamma$ makes the exact rate larger than $\Gamma$. A test at $r=0.05$, using the eigenvalues of the full evolution operator in \eqref{eq:master}, gave an excess of $0.002513$ relative to $\Gamma$. The leading estimate is $r^2=0.0025$.

\textbf{Q.} I distrust the result, not the algebra. It says that more noise preserves the bit longer. Noise should do harm.

\textbf{A.} It does harm up to a point. Without noise $m=\cos\Omega t$, which returns to 1 again and again. Weak noise makes the oscillation die at the rate $\gamma/2$, and there more noise means faster decay. The trend reverses at $\gamma=2\Omega$, where both rates equal $\Omega$. Beyond it, $\lambda_-$ falls as $\gamma$ grows.

The reason can be read from \eqref{eq:y}. With $\omega=0$ and $y(0)=0$ its solution is
\begin{equation}
y(t)=\Omega\int_0^t e^{-\gamma(t-s)}m(s)\,ds .
\label{eq:ymem}
\end{equation}
Tunnelling feeds the coherence at the rate $\Omega m$, but the coherence remembers only the last $1/\gamma$ or so. Over so short a time $m$ hardly changes, so it can be taken out of the integral. For $t\gg1/\gamma$ this gives $y\simeq\Omega m/\gamma$, and \eqref{eq:m} becomes
\begin{equation}
\dot m\simeq-\frac{\Omega^2}{\gamma}\,m .
\end{equation}
One factor $\Omega$ builds the coherence, the second turns it into a change of population, and $1/\gamma$ is the time for which it can build up. Stronger dephasing cuts that time short.

\textbf{Q.} So with infinitely strong dephasing the bit would last for ever?

\textbf{A.} In this model $\Gamma$ tends to zero. In a magnet the limit cannot be taken literally. For \eqref{eq:Gamma} to hold, the noise would have to be uncorrelated on ever shorter times, and an environment that disturbs the magnet so strongly can also excite it out of the two states. Equation \eqref{eq:Gamma} describes a range: $\gamma$ large compared with $\Omega$, but small compared with the inverse correlation time of the noise.

\textbf{Q.} I would have computed a transition rate by the golden rule. Would I have got the same number?

\textbf{A.} You would have got half of it, because you would have computed something else. The coupling between the wells is $\Delta/2$ in magnitude. Dephasing broadens the resonance into a Lorentzian, whose density at exact resonance is
\begin{equation}
\frac{1}{2\pi\hbar}\int_{-\infty}^{\infty}e^{-\gamma|t|}dt=\frac{1}{\pi\hbar\gamma}.
\end{equation}
The golden rule then gives the rate of flips in one direction:
\begin{equation}
k=\frac{2\pi}{\hbar}\left(\frac{\Delta}{2}\right)^2\frac{1}{\pi\hbar\gamma}=\frac{\Delta^2}{2\hbar^2\gamma}=\frac{\Gamma}{2}.
\end{equation}
At zero bias flips occur at the same rate $k$ both ways, so $\dot p_\uparrow=-kp_\uparrow+kp_\downarrow$ and $\dot p_\downarrow=-\dot p_\uparrow$. The difference $m=p_\uparrow-p_\downarrow$ obeys $\dot m=-2km$. The magnetization decays at $2k=\Gamma$.

\textbf{Q.} Other factors of two could hide in the definitions.

\textbf{A.} Two of them matter. If the tunnelling term is written $-\Delta_h\sigma_x$, then $\Delta=2\Delta_h$ and $\Gamma=4\Delta_h^2/\hbar^2\gamma$. If the noise term is written $\gamma'(\sigma_z\rho\sigma_z-\rho)$, the coherence decays at $\gamma=2\gamma'$ and $\Gamma=\Delta^2/2\hbar^2\gamma'$. The physical statement is the same in each case: the squared splitting frequency divided by the decay rate of the coherence.

\textbf{Q.} And if the writing process leaves some coherence $y(0)=y_0$?

\textbf{A.} Then $m(0)=m_0$ must be smaller than 1, because $m_0^2+y_0^2\le1$. Since $\dot m(0)=-\Omega y_0$, the two conditions become $A+B=m_0$ and $A\lambda_-+B\lambda_+=\Omega y_0$. They give $A=(m_0\lambda_+-\Omega y_0)/2\kappa\simeq m_0-ry_0$. The coherence shifts the amplitude of the slow part away from $m_0$ by at most about $r$. The rate does not change.

\textbf{Q.} All of this rests on the averaged equation \eqref{eq:master}. Has the random field itself been tried?

\textbf{A.} Yes. Spin vectors were followed in 20\,000 random fields obeying \eqref{eq:white}, without use of the averaged equation, for $\Omega=1$, $\gamma=20$ and $t=10$ in reduced units. The mean was $m=0.610$, and $e^{-\Gamma t}=e^{-0.5}=0.607$. Since $|m|\le1$ for each vector, the standard error of the mean is at most $\sqrt{(1-0.610^2)/20\,000}\approx0.006$. The difference, $0.003$, is smaller than this upper limit.

At zero bias, with short-correlated noise and $\gamma\gg\Omega$, the magnetization decays at the rate $\Gamma=\Omega^2/\gamma$, so in this range stronger dephasing makes the bit last longer. It remains to include a constant bias and noise with memory, and to apply the result to a row of iron atoms.
